# Electronic Friction from a Slowly Varying Elastic Scattering Matrix

## 1. What symmetry and dimensions allow

Electrons at zero temperature scatter elastically from an ion whose position or environment changes slowly. At each instant the scatterer has a unitary matrix \(S\), taken at the Fermi energy \(E_F\). Suppose the irreversible power \(P\) depends on \(S\) and its rate of change alone.

At zero temperature the filled leads supply no energy scale. A power built from \(\hbar\) and rates must then be \(\hbar\) times a rate squared. Suppose also that it is a smooth function of the rates; it is then a quadratic form in them. Constant changes of basis among incoming and outgoing channels, \(S\to USW\), cannot alter it. The only two independent real invariants quadratic in \(\dot S\) are \(\mathrm{Tr}\,\dot S^\dagger\dot S\) and \(|\mathrm{Tr}\,S^\dagger\dot S|^2\). The second is excluded because the powers of two unconnected scatterers must add. Terms with \(\ddot S\) bring nothing new: unitarity gives \(\mathrm{Re}\,\mathrm{Tr}\,S^\dagger\ddot S=-\mathrm{Tr}\,\dot S^\dagger\dot S\), and the imaginary part is a total time derivative, which vanishes over a cycle. Hence

\[
P=c\,\hbar\,\mathrm{Tr}\,\dot S^\dagger\dot S .
\]

The calculation below gives \(c=1/4\pi\).

## 2. Setting and conventions

The electrons are independent fermions. All leads are filled to the same \(E_F\), from which energies are measured unless \(E_F\) is written out. The time-dependent potential is confined to a finite region. There is no inelastic scattering, and no bound state crosses \(E_F\). Traces run over all open channels, with spin counted as a channel label.

Let \(a_j(t)\) and \(b_j(t)\) annihilate incoming and outgoing electrons in channel \(j\), normalized so that \(b_j^\dagger b_j\) is a particle flux. With \(\tau=t_1-t_2\), the filled states give, for each channel,

\[
\langle a^\dagger(t_2)a(t_1)\rangle
=\int_{-\infty}^{0}\frac{dE}{2\pi\hbar}\,e^{-iE\tau/\hbar}
=\frac{i}{2\pi(\tau+i0)} .
\]

The small positive imaginary part of \(\tau\) makes the integral converge at deep energies.

## 3. Energy flux when S does not depend on energy

If \(S\) is the same at all relevant energies, scattering is instantaneous: \(b(t)=S(t)a(t)\). Put \(t_1=t+\tau/2\) and \(t_2=t-\tau/2\). Then

\[
\sum_j\langle b_j^\dagger(t_2)b_j(t_1)\rangle
=\frac{i}{2\pi(\tau+i0)}\,M(\tau),\qquad
M(\tau)=\mathrm{Tr}\,S^\dagger(t-\tfrac{\tau}{2})S(t+\tfrac{\tau}{2}).
\]

Write \(M=N+a_1\tau+a_2\tau^2+\dots\), where \(N\) is the number of channels. Multiplying the two Taylor series gives

\[
a_1=\tfrac12\mathrm{Tr}(S^\dagger\dot S-\dot S^\dagger S)=\mathrm{Tr}\,S^\dagger\dot S,
\]
\[
a_2=\tfrac18\mathrm{Tr}(\ddot S^\dagger S+S^\dagger\ddot S)-\tfrac14\mathrm{Tr}\,\dot S^\dagger\dot S .
\]

The first line uses \(\dot S^\dagger S=-S^\dagger\dot S\), the derivative of \(S^\dagger S=1\). A second derivative gives \(\ddot S^\dagger S+S^\dagger\ddot S=-2\dot S^\dagger\dot S\), so

\[
a_2=-\tfrac14\mathrm{Tr}\,\dot S^\dagger\dot S-\tfrac14\mathrm{Tr}\,\dot S^\dagger\dot S
=-\tfrac12\mathrm{Tr}\,\dot S^\dagger\dot S .
\]

The energy flux operator is \(\tfrac{i\hbar}{2}(b^\dagger\partial_t b-\partial_t b^\dagger\,b)\). On the correlator this is \(i\hbar\,\partial_\tau\) at \(\tau\to0\), since \(\partial_\tau=\tfrac12(\partial_{t_1}-\partial_{t_2})\). Subtracting the incoming flux removes \(N\) and its singularity:

\[
J=i\hbar\,\partial_\tau\left[\frac{i}{2\pi}(a_1+a_2\tau+\dots)\right]_{\tau=0}
=-\frac{\hbar a_2}{2\pi}
=\frac{\hbar}{4\pi}\mathrm{Tr}\,\dot S^\dagger\dot S .
\]

The bracket at \(\tau=0\) is the net outgoing particle flux, \(I=(i/2\pi)\mathrm{Tr}\,S^\dagger\dot S\). Because energies are measured from \(E_F\), \(J\) leaves out the amount \(E_FI\) that this flux would add on an absolute scale.

The coefficient has a simple reading. The Hermitian matrix \(\mathcal E=i\hbar\dot SS^\dagger\) describes the energy shifts given to outgoing electrons, and \(J=\mathrm{Tr}\,\mathcal E^2/(4\pi\hbar)\). When \(\mathcal E\) is constant in time, a positive eigenvalue \(e\) fills outgoing states up to \(e\) above \(E_F\). They leave at rate \(e/(2\pi\hbar)\) with mean energy \(e/2\), which gives \(e^2/(4\pi\hbar)\). A negative eigenvalue leaves holes, with the same positive cost.

For one channel, \(S=e^{2i\delta}\) gives \(J=\hbar\dot\delta^2/\pi\) and \(I=-\dot\delta/\pi\), so \(J=\pi\hbar I^2\). The loss is then tied entirely to charge flow. With several channels, electrons can be rearranged among channels and energy lost even when \(I=0\).

The flux formula was tested by counting electrons in energy for

\[
S=e^{0.9i\cos t\,\sigma_x}\,e^{i(0.7\sin t+0.3\cos2t)\sigma_z}\,e^{0.4i\sin t\,\sigma_x},
\]

with \(\hbar=1\), unit drive frequency and Pauli matrices \(\sigma_x,\sigma_z\). The Fourier components of \(S\) are the amplitudes for gaining or losing whole quanta. Summing the energies of the resulting electrons and holes gives a mean power of 0.144831. The trace formula gives the same number.

## 4. Energy-dependent scattering

A real scatterer holds electrons for a finite time, so \(S\) depends on energy. The irreversible work can then be found from the force. Let \(\lambda(t)\) label position along the path of the potential and let \(V'=\partial V/\partial\lambda\). The external agent supplies power \(\langle V'\rangle\dot\lambda\). If the spectrum near \(E_F\) is smooth, a slow motion gives

\[
\langle V'\rangle=\langle V'\rangle_{\rm ad}+\gamma(\lambda)\dot\lambda+\dots,
\]

where the omitted terms are of second order in slowness. The adiabatic term is reversible; the next one costs \(\gamma\dot\lambda^2\). A small oscillation \(\lambda_1\cos\omega t\) about a fixed position determines \(\gamma\).

By the golden rule, absorption from state \(m\) to \(n\) minus the reverse emission gives

\[
\bar P=\sum_{mn}\hbar\omega\,\frac{2\pi}{\hbar}\frac{\lambda_1^2}{4}
|V'_{nm}|^2\delta(E_n-E_m-\hbar\omega)(f_m-f_n),
\]

where \(f\) is the Fermi function. The exclusion factors combine as \(f_m(1-f_n)-f_n(1-f_m)=f_m-f_n\). With the spectral operator \(\rho(E)=\sum_m\delta(E-E_m)|m\rangle\langle m|\),

\[
\bar P=\frac{\pi\omega\lambda_1^2}{2}\int dE\,
\mathrm{Tr}[V'\rho(E+\hbar\omega)V'\rho(E)]\,[f(E)-f(E+\hbar\omega)] .
\]

At zero temperature the last bracket is one in a window of width \(\hbar\omega\) below \(E_F\), and zero elsewhere. As \(\omega\to0\) both spectral operators go to \(E_F\). Since the mean of \(\dot\lambda^2\) is \(\omega^2\lambda_1^2/2\),

\[
\gamma=\pi\hbar\,\mathrm{Tr}(\rho V'\rho V')\big|_{E_F}.
\]

### Converting the matrix elements into S

Let \(|\psi_b^+\rangle\) be the energy-normalized state with an incoming wave in channel \(b\) alone, and \(|\psi_a^-\rangle\) the one with an outgoing wave in channel \(a\) alone. A small added potential changes the first state by

\[
|\delta\psi_b^+\rangle=G^+\delta V|\psi_b^+\rangle,\qquad
G^+=\sum_a\int dE'\,\frac{|\psi_a^-(E')\rangle\langle\psi_a^-(E')|}{E-E'+i0},
\]

apart from bound states, which do not reach the leads. Far out in lead \(a\), at distance \(x\), the outgoing wave \(e^{ik'x}\) lets the contour close in the upper half-plane, where the pole \(E'=E+i0\) contributes \(-2\pi i\). Incoming waves \(e^{-ik'x}\) close below and contribute nothing. The change in outgoing amplitude is therefore

\[
\delta S_{ab}=-2\pi i\,\langle\psi_a^-|\delta V|\psi_b^+\rangle .
\]

Both sets of scattering states resolve the same spectral operator, \(\rho=\sum_a|\psi_a^-\rangle\langle\psi_a^-|=\sum_b|\psi_b^+\rangle\langle\psi_b^+|\). Hence

\[
\mathrm{Tr}\,\delta S^\dagger\delta S
=4\pi^2\sum_{ab}|\langle\psi_a^-|\delta V|\psi_b^+\rangle|^2
=4\pi^2\,\mathrm{Tr}(\rho\,\delta V\rho\,\delta V).
\]

Inserting this in \(\gamma\), and multiplying by \(\dot\lambda^2\), yields

\[
\boxed{P=\frac{\hbar}{4\pi}\,\mathrm{Tr}\left(\frac{dS^\dagger}{dt}\frac{dS}{dt}\right)_{E_F}}
\]

to second order in the rate of change. At temperature \(T\), \(f(E)-f(E+\hbar\omega)\to\hbar\omega(-f')\), so the right side is averaged over energy with weight \(-f'(E)\).

Here \(P\) is the friction part of the work. The heat flux far away can differ from it at a given instant, because energy can be stored briefly near the scatterer. That difference is a total time derivative and vanishes over a closed cycle.

The conversion was tested on four sites between two chains of hopping \(-1\), at energy 0.25. The site energies were \((0,0.3,-0.2,0)\) and the bonds \((-0.8,-0.7,-0.9)\). The change \(V'\) had site elements \((0,1,-0.5,0)\) and bond elements \((0.3,0.4,0)\). Diagonalization with 600 sites in each lead, and delta functions smeared by 0.012, gave a golden-rule friction of 0.24137. Finite differences of \(S\) gave 0.24136.

## 5. The resonant level

A level of energy \(\varepsilon\) and full width \(\Gamma\), coupled to one channel with a flat density of states, obeys

\[
i\hbar\dot d=(\varepsilon-i\Gamma/2)d+\sqrt{\hbar\Gamma}\,a,\qquad
b=a-i\sqrt{\Gamma/\hbar}\,d .
\]

At fixed energy \(E\), \(d=\sqrt{\hbar\Gamma}\,a/(E-\varepsilon+i\Gamma/2)\), so

\[
S=1-\frac{i\Gamma}{E-\varepsilon+i\Gamma/2}
=\frac{E-\varepsilon-i\Gamma/2}{E-\varepsilon+i\Gamma/2}.
\]

Differentiation gives

\[
\frac{\partial S}{\partial\varepsilon}=\frac{-i\Gamma}{(E-\varepsilon+i\Gamma/2)^2},\qquad
\left|\frac{\partial S}{\partial\varepsilon}\right|=2\pi A,\qquad
A=\frac{\Gamma/2\pi}{(E-\varepsilon)^2+\Gamma^2/4}.
\]

Here \(A\) is the spectral density of the level. The trace formula becomes

\[
P=\frac{\hbar}{4\pi}(2\pi A)^2\dot\varepsilon^2=\pi\hbar A(E_F)^2\dot\varepsilon^2
\]

per orbital and spin. This is the resonant-level friction: the golden-rule result of section 4 gives it directly, because \(V'\) is then the level occupation and \(\rho\) reduces to \(A\).

On resonance \(A=2/(\pi\Gamma)\) and \(P=4\hbar\dot\varepsilon^2/(\pi\Gamma^2)\). Far from resonance \(P\approx\hbar\Gamma^2\dot\varepsilon^2/[4\pi(E_F-\varepsilon)^4]\). A narrow level thus dissipates strongly while crossing \(E_F\) and little elsewhere, but the narrower it is, the slower the motion must be.

If the width also changes, \(S\) at \(E_F\) depends on the ratio \((E_F-\varepsilon)/\Gamma\). The chain rule replaces \(\dot\varepsilon\) by \(\dot\varepsilon+(E_F-\varepsilon)\dot\Gamma/\Gamma\). A pure width change in this one-channel model therefore costs nothing at this order when the level sits at \(E_F\).

### How slow is slow

For the formula to hold at each instant, the scattering must change little during the dwell time \(\hbar/\Gamma\). This requires \(\hbar\omega\ll\Gamma\) and \(\hbar|\dot\varepsilon|\ll\Gamma^2\). The total loss is less sensitive to the second condition when the level sweeps right through \(E_F\) at nearly steady speed: the force is then delayed and spread out, but its work stays close to the formula, provided the level travels past \(E_F\) by much more than \(\hbar|\dot\varepsilon|/\Gamma\). For a steady sweep, the work counted within \(\pm5\,\Gamma\) of \(E_F\) is 0.99 of the formula at \(\hbar|\dot\varepsilon|=\Gamma^2\) but only 0.39 at \(10\,\Gamma^2\). For a level at \(-0.2\,\Gamma\) driven harmonically with amplitude \(0.6\,\Gamma\), Floquet scattering gives the mean power without assuming slowness. Relative to the friction formula it differs by \(-0.046\%\) at \(\hbar\omega/\Gamma=0.02\), \(-0.183\%\) at 0.04 and \(-4.5\%\) at 0.2. Doubling the lowest frequency multiplies the error by four, as a quadratic correction should.

Temperature was tested with a level at \(-0.1\,\Gamma\), amplitude \(0.2\,\Gamma\), \(\hbar\omega=0.02\,\Gamma\) and \(k_BT=0.1\,\Gamma\). The Floquet power is 0.9993 of the thermally averaged formula, which is itself 0.876 of the cold value. The sign follows from the curvature of \(A^2\) in energy, which has the sign of \(5(E-\varepsilon)^2-\Gamma^2/4\). Weak thermal smearing lowers friction near resonance and raises it in the wings.

## 6. An ion moving through free electrons

Displacing a scatterer by \(X\) multiplies its plane-wave amplitudes by phases:

\[
S(X)=e^{-iKX}Se^{iKX},\qquad K=k_F\cos\theta,\qquad
\frac{dS}{dX}=-i[K,S].
\]

The operator \(K\) is the wavevector component along the motion. For a spherical scatterer with phase shifts \(\delta_l\), \(\cos\theta\) connects \(l\) to \(l\pm1\) at fixed \(m\). Its squared elements, summed over \(m\), are

\[
\sum_{m=-l}^{l}\frac{(l+1)^2-m^2}{(2l+1)(2l+3)}
=\frac{(l+1)^2-l(l+1)/3}{2l+3}=\frac{l+1}{3}.
\]

Each commutator element also carries \(|e^{2i\delta_l}-e^{2i\delta_{l+1}}|^2=4\sin^2(\delta_l-\delta_{l+1})\). There are two orderings of \(l\) and \(l+1\), and two spins. The trace is therefore \((16k_F^2/3)\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1})\), and

\[
\gamma_{\rm drag}=\frac{4\hbar k_F^2}{3\pi}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1})
=n\hbar k_F\sigma_{\rm tr}.
\]

The last form uses \(n=k_F^3/3\pi^2\) and the transport cross section \(\sigma_{\rm tr}=(4\pi/k_F^2)\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1})\). It is the familiar momentum loss of an obstacle in a Fermi gas. With phase shifts 0.4, \(-0.3\) and 1.1 rad and \(k_F=12\ \mathrm{nm^{-1}}\), finite differences of \(S(X)\) agree with \(n\hbar k_F\sigma_{\rm tr}\), using \(\sigma_{\rm tr}\) integrated over angle, to about one part in a million.

If the resonance energy also changes with position, \(dS/dX\) gains a part diagonal in \(l\). The translation part is off-diagonal in \(l\), so the trace of their product vanishes and the two frictions add. For a single d resonance with common slope \(g=d\varepsilon/dX\), ten orbital and spin states contribute:

\[
\gamma=10\pi\hbar A^2g^2+\frac{20\hbar k_F^2}{3\pi}\sin^2\delta_2 .
\]

The 20 arises because \(l=1\) and \(l=2\) contribute \(2\sin^2\delta_2\) and \(3\sin^2\delta_2\).

## 7. A nickel atom late in an implantation cascade

Consider a displaced nickel atom that has lost most of its recoil energy and vibrates at a disordered site. It is modelled as one d resonance in a free-electron sea. The rough inputs are \(\varepsilon-E_F=-1.5\) eV, \(\Gamma=1\) eV, \(g=10\) eV/nm, \(k_F=12\ \mathrm{nm^{-1}}\), a frequency of 5 THz and a peak kinetic energy of 0.3 eV.

At the centre of the motion,

\[
A=\frac{1/2\pi}{1.5^2+0.5^2}=0.0637\ \mathrm{eV^{-1}},\qquad
\sin^2\delta_2=\frac{0.5^2}{1.5^2+0.5^2}=0.10 .
\]

The phase shift is 2.82 rad. The resonance holds \(10\delta_2/\pi=9.0\) electrons. With \(\hbar=6.58\times10^{-4}\) eV ps,

\[
\gamma_{\rm level}=10\pi(6.58\times10^{-4})(0.0637)^2(10)^2
=0.0084\ \mathrm{eV\,ps/nm^2},
\]
\[
\gamma_{\rm drag}=\frac{20(6.58\times10^{-4})(12)^2}{3\pi}(0.10)
=0.020\ \mathrm{eV\,ps/nm^2}.
\]

The total is \(0.028\ \mathrm{eV\,ps/nm^2}\), or \(4.6\times10^{-15}\) kg/s. At the centre, where the speed peaks at 0.99 nm/ps, the friction force is 0.028 eV/nm. The vibration amplitude is 0.032 nm, so the level swings by 0.32 eV. Averaging the changing friction along this path gives 0.015 eV/ps, or 0.0029 eV per cycle. Peak energy divided by mean power is about 20 ps, roughly a hundred periods.

Slowness is well satisfied: \(\hbar\omega/\Gamma=0.021\), and Floquet scattering changes the level-shift loss by 0.03%. The speed is \(7\times10^{-4}\) of the Fermi speed.

Other neglected effects are larger. Each percentage below is relative to the cold friction at the central position, with other inputs fixed:

- Electrons at 300 K raise the friction by 0.4%, and at 2000 K by 25%. The rise comes from \(E_F\) lying in the wing of the resonance, and its sign need not carry over to a d band: for a flat band 4 eV wide with 0.6 to 1 hole among ten states, the thermal average of the squared density of states at fixed filling falls by 25 to 10% at 2000 K.
- An exchange splitting of 0.6 eV between the spins raises it by 17%.
- The model sets the s and p phase shifts to zero. Giving these waves one electron in all, \(\delta_0+3\delta_1=\pi/2\) with \(\delta_1\) between 0 and 0.3 rad, raises it by roughly 90 to 140%.
- Screening that holds the resonance charge constant would fix \(\delta_2\) and remove the level term, 29% of the total. Level shifts that split the orbitals at constant charge would survive.

Warm electrons also return energy. A classical oscillator with constant friction relaxes towards energy \(k_BT\), so its net loss is reduced by the fraction \(k_BT/E\), where \(E\) is its vibration energy. For 0.3 eV this is 9% at 300 K and 57% at 2000 K; the change of friction along the path raises the second figure to about 60%. The 20 ps is thus a cold-electron value for a pure d resonance; scattering of s and p waves could halve it.

Real nickel has d states that form a band shared by many atoms, not one isolated resonance of width 1 eV. The model signals the problem itself: \(\sigma_{\rm tr}=0.044\ \mathrm{nm^2}\) implies an independent-atom mean free path of roughly 0.2 to 0.3 nm, comparable with the distance between neighbouring atoms. Repeated scattering between atoms is therefore not a small correction, and this calculation cannot say how far it moves the friction. The result is an estimate of scale, not a prediction for nickel. Nor is 20 ps the lifetime of the vibration at one site, since coupling to neighbouring atoms can carry energy away much sooner; the vibration period is 0.2 ps.

The trace formula itself is not limited to lone atoms. Applied to the scattering matrix of the whole disordered region, it includes repeated elastic scattering, but the motion must then be slow compared with the dwell time in the whole region, which grows with its size. In a chain with site energies spread over \(\pm0.5\) hoppings and one site driven at \(\hbar\omega=0.02\) hoppings, the friction typically departs from its zero-frequency value by 0.3% for 21 sites, 6% for 61 and about 80% for 201. If there are no open channels at \(E_F\), as in a gapped solid, and no bound state crosses \(E_F\), the zero-temperature friction at this order is zero. The remaining figures are in the numerical output.

## Table of computed values

```
MODEL TESTS (hbar = 1)
two-channel power, counted electrons: 0.144831 (drive freq.)^2
two-channel power, trace formula: 0.144831 (drive freq.)^2
chain friction, golden rule: 0.24137 (hopping = 1)
chain friction, from S: 0.24136 (hopping = 1)
Floquet/friction - 1 at hbar omega/Gamma = 0.02: -0.04575 %
Floquet/friction - 1 at hbar omega/Gamma = 0.04: -0.1828 %
Floquet/friction - 1 at hbar omega/Gamma = 0.2: -4.474 %
Floquet/friction at kT/Gamma = 0.1: 0.999305
friction at kT/Gamma = 0.1 over cold value: 0.8763
moving scatterer, trace/kinetic drag: 0.99999906
EXAMPLE INPUTS (rough)
level relative to E_F: -1.5 eV
level width: 1 eV
level slope: 10 eV/nm
Fermi wavenumber: 12 1/nm
vibration frequency: 5 THz
peak kinetic energy: 0.3 eV
atomic mass: 58.69 u
fcc cube edge: 0.35 nm
EXAMPLE RESULTS
hbar: 0.000658212 eV ps
Fermi energy of the electron sea: 5.486 eV
d phase shift at E_F: 2.82 rad
d electrons in the resonance: 8.976
spectral density at E_F per orbital and spin: 0.06366 1/eV
peak speed: 0.9932 nm/ps
vibration amplitude: 0.03161 nm
level swing amplitude: 0.3161 eV
level-shift friction: 0.008381 eV ps/nm^2
translation drag: 0.02011 eV ps/nm^2
total friction: 0.02849 eV ps/nm^2
total friction, converted: 4.565e-15 kg/s
total friction from finite differences of S: 0.02849 eV ps/nm^2
peak friction force: 0.0283 eV/nm
mean dissipated power: 0.0147 eV/ps
energy lost per cycle: 0.00294 eV
damping time (peak energy / mean power): 20.41 ps
NEGLECTED EFFECTS
vibration quantum / level width: 0.02068
finite-speed change of level-shift term: 0.02542 %
peak speed / Fermi speed: 0.0007149
friction at 300 K / zero-temperature value: 1.0036
kT / vibration energy at 300 K: 0.08617
friction at 2000 K / zero-temperature value: 1.2455
kT / vibration energy at 2000 K: 0.5745
assumed exchange splitting: 0.6 eV
friction with splitting / without: 1.172
share removed by perfect screening: 29.41 %
transport cross section: 0.04363 nm^2
independent-atom mean free path: 0.2457 nm
nearest-neighbour distance: 0.2475 nm
vibration period: 0.2 ps
```
